# Calculating the Fröhlich coupling constant of a hafnia-like memory oxide: test program

```python
# Result under test: the Froehlich coupling constant
#   alpha = kappa * sqrt(Ry * mass / hw),  kappa = 1/eps_inf - 1/eps_static,
# is about 3.3 for eps_inf = 4, eps_static = 20, hw = 50 meV, mass = 1.
# hw: longitudinal optical (LO) phonon energy; mass: bare band mass / m_e;
# Ry: Rydberg energy; alpha is defined by the second-order shift -alpha*hw.
# |V_q|^2 * volume = hw e^2 kappa / (2 eps_vacuum q^2) is the coupling.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

e, hbar, me, epsv = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
Ry = sc.physical_constants["Rydberg constant times hc in eV"][0]
eps_inf, eps_static, hw, mass = 4.0, 20.0, 0.050, 1.0   # hw in eV
kappa = 1 / eps_inf - 1 / eps_static


def alpha_formula(hw_eV, weight, m):
    return weight * np.sqrt(Ry * m / hw_eV)


def radius(hw_eV, m):
    """Polaron radius sqrt(hbar / (2 m omega)) in metres."""
    return hbar / np.sqrt(2 * m * me * hw_eV * e)


def coupling(q, hw_eV, weight):
    """|V_q|^2 times crystal volume, in J^2 m^3."""
    return hw_eV * e * e**2 * weight / (2 * epsv * q**2)


def phonon_sum(hw_eV, weight, m, power=1, q_max=np.inf):
    """Sum over q of |V_q|^2/(hw + hbar^2 q^2/2m)^power, in units of hw."""
    scale = 1 / radius(hw_eV, 1.0)
    energy = hw_eV * e

    def integrand(x):
        q = x * scale
        denominator = energy + (hbar * q)**2 / (2 * m * me)
        value = q**2 * coupling(q, hw_eV, weight) / denominator**power
        return value * scale / (2 * np.pi**2) / energy**(2 - power)
    return quad(integrand, 0, q_max / scale, epsabs=1e-11, limit=200)[0]


# --- The LO mode carries the full ionic weight kappa ---
hw_TO = hw * np.sqrt(eps_inf / eps_static)
damping = 0.002


def loss(E):
    eps = eps_inf + (eps_static - eps_inf) * hw_TO**2 / (
        hw_TO**2 - E**2 - 1j * damping * E)
    return (-1 / eps).imag


weight_sum = 2 / np.pi * (
    quad(lambda E: loss(E) / E, 0, 0.2, points=[hw], limit=300)[0]
    + quad(lambda E: loss(E) / E, 0.2, np.inf)[0])
assert abs(weight_sum - kappa) < 1e-5
energies = np.linspace(0.005, 0.1, 9501)
loss_peak = energies[np.argmax(loss(energies))]
assert abs(loss_peak - hw) < 5e-4

# --- A linear force lowers an oscillator by force^2/hw (hw = 1) ---
size = 40
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
number = np.diag(np.arange(size, dtype=float))
force = 0.8
ground = np.linalg.eigvalsh(number + force * (lower + lower.T))[0]
assert abs(ground + force**2) < 1e-9

# --- Phonon-mediated energy of two fixed electrons versus Coulomb law ---
R = 2e-9


def pair_integrand(y):      # multiplies sin(y), with y = q R
    q = y / R
    return -(q**2 * coupling(q, hw, kappa) / (hw * e)
             / (np.pi**2 * R * y)) / e


pair_phonon = (quad(lambda y: pair_integrand(y) * np.sin(y), 0, 1)[0]
               + quad(pair_integrand, 1, np.inf, weight="sin", wvar=1)[0])
pair_fast = e / (4 * np.pi * epsv * eps_inf * R)
pair_relaxed = e / (4 * np.pi * epsv * eps_static * R)
assert abs(pair_phonon - (pair_relaxed - pair_fast)) < 1e-6

# --- Coupling constant: definition versus formula ---
alpha = alpha_formula(hw, kappa, mass)
alpha_quad = phonon_sum(hw, kappa, mass)
assert abs(alpha_quad / alpha - 1) < 1e-7
assert abs(alpha - 3.3) < 0.05
r_p = radius(hw, mass)
cloud = phonon_sum(hw, kappa, mass, power=2)
assert abs(cloud - alpha / 2) < 1e-6

# --- Coherent-state energy is an upper bound: modes +q and -q, hw = 1 ---
size, force, recoil = 22, 0.8, 0.6
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
number = np.diag(np.arange(size, dtype=float))
one = np.eye(size)
n_plus, n_minus = np.kron(number, one), np.kron(one, number)
shift_op = lower + lower.T
momentum = n_plus - n_minus
H = (n_plus + n_minus + recoil * momentum @ momentum
     + force * (np.kron(shift_op, one) + np.kron(one, shift_op)))
model_exact = np.linalg.eigvalsh(H)[0]
displacement = -force / (1 + recoil)
single = np.ones(size)
for n in range(1, size):
    single[n] = single[n - 1] * displacement / np.sqrt(n)
single /= np.linalg.norm(single)
trial = np.kron(single, single)
model_trial = trial @ H @ trial
assert abs(model_trial + 2 * force**2 / (1 + recoil)) < 1e-9
assert model_exact < model_trial - 1e-6

# --- Phonon energy misread as transverse; smaller band mass ---
hw_if_TO = hw * np.sqrt(eps_static / eps_inf)
alpha_if_TO = phonon_sum(hw_if_TO, kappa, mass)
alpha_half_mass = phonon_sum(hw, kappa, 0.5)
assert abs(alpha_half_mass / alpha - np.sqrt(0.5)) < 1e-6

# --- Anisotropic mass with density-of-states mass 1 ---
m_xy, m_z = 0.5, 4.0
nodes, node_weights = np.polynomial.legendre.leggauss(30)
cosines = (nodes + 1) / 2
alpha_aniso = sum(
    w / 2 * phonon_sum(hw, kappa, 1 / (u**2 / m_z + (1 - u**2) / m_xy))
    for u, w in zip(cosines, node_weights))
b = 1 / m_xy - 1 / m_z
mean_root_mass = np.arcsin(np.sqrt(b * m_xy)) / np.sqrt(b)
assert abs(alpha_aniso / (alpha * mean_root_mass) - 1) < 1e-6

# --- Two LO branches sharing kappa equally ---
branches = (0.030, 0.080)
alpha_two = sum(phonon_sum(E, kappa / 2, mass) for E in branches)
assert abs(alpha_two - sum(alpha_formula(E, kappa / 2, mass)
                           for E in branches)) < 1e-6

# --- Lattice cutoff: sphere with the volume of the Brillouin zone ---
cell_edge = 0.51e-9
q_cut = (6 * np.pi**2)**(1 / 3) / cell_edge
kept = phonon_sum(hw, kappa, mass, q_max=q_cut) / alpha_quad
assert abs(kept - 2 / np.pi * np.arctan(q_cut * r_p)) < 1e-7

# --- Temperature: absorption term vanishes at the band bottom ---
T = 300.0
kT = sc.k * T / e
n_thermal = 1 / np.expm1(hw / kT)
absorption = (quad(lambda x: 1 / (x + 1), 0, 2, weight="cauchy", wvar=1)[0]
              + quad(lambda x: 1 / (x**2 - 1), 2, np.inf)[0])
assert abs(absorption) < 1e-7
shift_T = -alpha * hw * (1 + n_thermal - 2 / np.pi * n_thermal * absorption)

# --- Applied field and carrier screening ---
field = 1e8                                   # V/m, equal to 1 MV/cm
drop = field * r_p
field_equal = hw / r_p
density = epsv * eps_inf * mass * me * (hw * e / hbar)**2 / e**2

print(f"Optical permittivity: {eps_inf:.0f}")
print(f"Static permittivity: {eps_static:.0f}")
print(f"LO phonon energy: {hw*1e3:.1f} meV")
print(f"Band mass: {mass:.1f} m_e")
print(f"1/eps_inf: {1/eps_inf:.3f}")
print(f"1/eps_static: {1/eps_static:.3f}")
print(f"kappa = difference: {kappa:.3f}")
print(f"kappa from loss-function integral: {weight_sum:.5f}")
print(f"Damping used in loss function: {damping*1e3:.1f} meV")
print(f"Loss peak: {loss_peak*1e3:.2f} meV")
print(f"TO energy belonging to this LO energy: {hw_TO*1e3:.2f} meV")
print(f"Rydberg energy: {Ry:.4f} eV")
print(f"Ry/hw: {Ry/hw:.2f}")
print(f"sqrt(Ry/hw): {np.sqrt(Ry/hw):.3f}")
print(f"alpha from formula: {alpha:.4f}")
print(f"alpha from second-order integral: {alpha_quad:.4f}")
print(f"Polaron radius: {r_p*1e9:.3f} nm")
print(f"Energy bound -alpha*hw: {-alpha*hw*1e3:.1f} meV")
print(f"Phonons in coherent cloud: {cloud:.3f}")
print(f"Two-charge distance: {R*1e9:.1f} nm")
print(f"Pair repulsion, ions fixed: {pair_fast*1e3:.1f} meV")
print(f"Pair repulsion, ions relaxed: {pair_relaxed*1e3:.1f} meV")
print(f"Phonon-mediated pair energy: {pair_phonon*1e3:.1f} meV")
print(f"Two-mode model, exact energy: {model_exact:.4f} hw")
print(f"Two-mode model, coherent bound: {model_trial:.4f} hw")
print(f"LO energy if 50 meV were TO: {hw_if_TO*1e3:.1f} meV")
print(f"alpha if 50 meV were TO: {alpha_if_TO:.3f}")
print(f"alpha for band mass 0.5 m_e: {alpha_half_mass:.3f}")
print(f"Anisotropic masses xy, z: {m_xy:.1f}, {m_z:.1f} m_e")
print(f"Angular mean of sqrt(mass/m_e): {mean_root_mass:.4f}")
print(f"alpha for anisotropic mass: {alpha_aniso:.3f}")
print(f"Two LO branches: {branches[0]*1e3:.0f}, {branches[1]*1e3:.0f} meV")
print(f"alpha for two equal-weight branches: {alpha_two:.3f}")
print(f"Cell edge (rough): {cell_edge*1e9:.2f} nm")
print(f"Cutoff wave number: {q_cut*1e-9:.2f} 1/nm")
print(f"Fraction of shift kept by cutoff: {kept:.3f}")
print(f"alpha times kept fraction: {alpha*kept:.3f}")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT*1e3:.2f} meV")
print(f"Thermal phonon number: {n_thermal:.3f}")
print(f"Second-order shift at 300 K: {shift_T*1e3:.1f} meV")
print(f"Applied field: {field*1e-8:.1f} MV/cm")
print(f"Potential energy drop over radius: {drop*1e3:.1f} meV")
print(f"Field where drop equals hw: {field_equal*1e-8:.3f} MV/cm")
print(f"Density where plasma energy equals hw: {density*1e-6:.2e} cm^-3")
print("ALL CHECKS PASSED")
```

Output:

```
Optical permittivity: 4
Static permittivity: 20
LO phonon energy: 50.0 meV
Band mass: 1.0 m_e
1/eps_inf: 0.250
1/eps_static: 0.050
kappa = difference: 0.200
kappa from loss-function integral: 0.20000
Damping used in loss function: 2.0 meV
Loss peak: 49.99 meV
TO energy belonging to this LO energy: 22.36 meV
Rydberg energy: 13.6057 eV
Ry/hw: 272.11
sqrt(Ry/hw): 16.496
alpha from formula: 3.2992
alpha from second-order integral: 3.2992
Polaron radius: 0.873 nm
Energy bound -alpha*hw: -165.0 meV
Phonons in coherent cloud: 1.650
Two-charge distance: 2.0 nm
Pair repulsion, ions fixed: 180.0 meV
Pair repulsion, ions relaxed: 36.0 meV
Phonon-mediated pair energy: -144.0 meV
Two-mode model, exact energy: -0.8608 hw
Two-mode model, coherent bound: -0.8000 hw
LO energy if 50 meV were TO: 111.8 meV
alpha if 50 meV were TO: 2.206
alpha for band mass 0.5 m_e: 2.333
Anisotropic masses xy, z: 0.5, 4.0 m_e
Angular mean of sqrt(mass/m_e): 0.9142
alpha for anisotropic mass: 3.016
Two LO branches: 30, 80 meV
alpha for two equal-weight branches: 3.434
Cell edge (rough): 0.51 nm
Cutoff wave number: 7.64 1/nm
Fraction of shift kept by cutoff: 0.905
alpha times kept fraction: 2.987
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal phonon number: 0.169
Second-order shift at 300 K: -192.8 meV
Applied field: 1.0 MV/cm
Potential energy drop over radius: 87.3 meV
Field where drop equals hw: 0.573 MV/cm
Density where plasma energy equals hw: 7.25e+18 cm^-3
ALL CHECKS PASSED
```
